\section*{Ionic-gating capacitance of a monolayer, derived in two ways}

\section{Definitions and conventions}

A monolayer channel of negligible thickness lies in the plane $x=0$. Next to it is a Stern layer of thickness $d$ and permittivity $\varepsilon_S$, which contains no ions. Beyond $x=d$ lies a dilute symmetric electrolyte with ion charges $\pm ze$, permittivity $\varepsilon$ and bulk number density $c$ of each ion. There is no electric field below the monolayer. SI-based units are used because permittivities, concentrations and gate voltages are naturally stated in them.

The channel is grounded through its contact. The gate voltage $V$ is the potential of the bulk electrolyte relative to this contact, shifted by a constant so that $V=0$ when the channel is neutral. The shift absorbs work-function differences and any interface dipole, provided that neither depends on charge. The reference electrode is ideal; a real gate interface would add its own series term.

Let $n$ and $p$ be the electron and hole densities per area. The channel carries charge $-e(n-p)$ per area, and the ions carry the opposite charge
\begin{equation}
\sigma=e(n-p).
\end{equation}
Thus $\sigma>0$ means electron doping. The chemical potential $\mu$ is measured from its value at neutrality. The differential capacitance per area and the quantum capacitance are
\begin{equation}
C=\frac{d\sigma}{dV},\qquad C_Q=e^2\frac{\partial(n-p)}{\partial\mu}=e\frac{d\sigma}{d\mu}.
\end{equation}
Two scales characterize the diffuse layer, the Debye length $\lambda$ and a crossover charge $\sigma_0$:
\begin{equation}
\lambda^2=\frac{\varepsilon kT}{2z^2e^2c},\qquad \sigma_0=\sqrt{8\varepsilon kTc}.
\end{equation}
The result to be derived is
\begin{equation}
\frac1C=\frac1{C_Q}+\frac{d}{\varepsilon_S}+\frac1{C_D},\qquad
C_D=\frac{\varepsilon}{\lambda}\sqrt{1+\frac{\sigma^2}{\sigma_0^2}},
\label{result}
\end{equation}
with all terms evaluated at the same $\sigma$. In the Debye limit, $|\sigma|\ll\sigma_0$, $C_D$ becomes $\varepsilon/\lambda$.

\section{First derivation: potentials in equilibrium}

\subsection{The voltage balance}

An electron in the channel has electrochemical potential $\mu-e\phi(0)$. In equilibrium this equals the value at the grounded contact, taken as zero, so $\mu=e\phi(0)$. The bulk electrolyte is at $\phi(\infty)=V$. Splitting the potential difference at the Stern plane gives
\begin{align}
V&=\phi(0)+[\phi(d)-\phi(0)]+[V-\phi(d)]\nonumber\\
&=\frac{\mu}{e}+u_S+u_D.
\label{balance}
\end{align}
The first term is the voltage spent on filling bands; the others are the electrostatic drops across the Stern and diffuse layers.

The displacement is $-\varepsilon_S\phi'$ just above the channel and zero below it. Gauss's law with channel charge $-\sigma$ gives $-\varepsilon_S\phi'(0)=-\sigma$. The Stern layer is free of charge, so $\phi'$ is constant there and
\begin{equation}
u_S=\frac{\sigma d}{\varepsilon_S}.
\end{equation}

\subsection{The diffuse layer}

Define $\psi=\phi-V$, which vanishes in the bulk. Point ions in the mean potential have densities $c_\pm=c\,e^{\mp ze\psi/kT}$. Their charge density is $\rho=ze(c_+-c_-)=-2zec\sinh(ze\psi/kT)$, and Poisson's equation $\varepsilon\psi''=-\rho$ becomes
\begin{equation}
\varepsilon\psi''=2zec\sinh\frac{ze\psi}{kT}.
\end{equation}
Multiplication by $\psi'$ makes each side a derivative:
\begin{equation}
\frac{d}{dx}\left(\frac{\varepsilon\psi'^2}{2}\right)
=\frac{d}{dx}\left(2ckT\cosh\frac{ze\psi}{kT}\right).
\end{equation}
Both $\psi$ and $\psi'$ vanish in the bulk, which fixes the integration constant. With $\cosh a-1=2\sinh^2(a/2)$,
\begin{equation}
\frac{\varepsilon\psi'^2}{2}=2ckT\left(\cosh\frac{ze\psi}{kT}-1\right)
=4ckT\sinh^2\frac{ze\psi}{2kT}.
\end{equation}
The displacement is continuous at the Stern plane, so $\varepsilon\psi'(d)=\sigma$, while $\psi(d)=-u_D$. Hence $\sigma^2=8\varepsilon kTc\sinh^2(zeu_D/2kT)$. For $\sigma>0$ the potential rises towards its bulk value, so $u_D>0$; the root with equal signs is the right one:
\begin{equation}
\sigma=\sigma_0\sinh\frac{zeu_D}{2kT}.
\label{grahame}
\end{equation}
Differentiation gives
\begin{equation}
C_D=\frac{d\sigma}{du_D}=\frac{ze\sigma_0}{2kT}\cosh\frac{zeu_D}{2kT}.
\end{equation}
The prefactor is $\varepsilon/\lambda$, because
\begin{equation}
\left(\frac{ze\sigma_0}{2kT}\right)^2=\frac{8\varepsilon kTc\,z^2e^2}{4k^2T^2}
=\frac{2\varepsilon z^2e^2c}{kT}=\frac{\varepsilon^2}{\lambda^2}.
\end{equation}
Replacing $\cosh$ by $\sqrt{1+\sinh^2}$ and using (\ref{grahame}) gives the $C_D$ of (\ref{result}). Finally, differentiate (\ref{balance}) with respect to the common charge:
\begin{equation}
\frac1C=\frac{dV}{d\sigma}=\frac1e\frac{d\mu}{d\sigma}+\frac{du_S}{d\sigma}+\frac{du_D}{d\sigma}
=\frac1{C_Q}+\frac d{\varepsilon_S}+\frac1{C_D}.
\end{equation}

\subsection{The Debye limit}

For $ze|u_D|\ll2kT$ the hyperbolic cosine can be expanded:
\begin{equation}
C_D=\frac\varepsilon\lambda\left[1+\frac18\left(\frac{zeu_D}{kT}\right)^2+\cdots\right],
\qquad
\frac1C\simeq\frac1{C_Q}+\frac d{\varepsilon_S}+\frac\lambda\varepsilon.
\label{debye}
\end{equation}
The small quantity is the drop across the diffuse layer alone. The gate voltage may be large if most of it falls elsewhere, and $C_Q$ may still vary strongly with charge.

\section{Second derivation: minimum of the free energy}

Now let the charge profile be unknown, and find it by minimizing a free energy per area. No Boltzmann distribution or Poisson--Boltzmann equation is assumed. For a trial charge $\sigma$ the function to be minimized is
\begin{equation}
\Omega(\sigma)=F_{\rm ch}(\sigma)+\frac{\sigma^2d}{2\varepsilon_S}+F_D(\sigma)-\sigma V.
\label{omega}
\end{equation}
Here $F_{\rm ch}$ is the electronic free energy, with $dF_{\rm ch}/d(n-p)=\mu$ and therefore $dF_{\rm ch}/d\sigma=\mu/e$. The second term is the field energy of the Stern layer. The last is minus the work done by the source in moving charge $\sigma$ from the channel to the electrolyte. What remains is $F_D$, the least free energy of a diffuse layer holding charge $\sigma$.

\subsection{Ions at a prescribed charge density}

Relative to the bulk reservoir, ideal ions cost a free energy per volume
\begin{equation}
w=kT\sum_{i=\pm}\left[c_i\ln\frac{c_i}{c}-c_i+c\right].
\end{equation}
Let $f(\rho)$ be the minimum of $w$ at fixed $\rho=ze(c_+-c_-)$. Its Legendre transform is
\begin{equation}
\Pi(q)=\max_\rho\,[q\rho-f(\rho)]=\max_{c_+,c_-}\,[qze(c_+-c_-)-w],
\end{equation}
where $q$ is an auxiliary variable with the dimension of voltage. Setting the derivatives with respect to $c_\pm$ to zero gives $\pm zeq=kT\ln(c_\pm/c)$, so $c_\pm=c\,e^{\pm zeq/kT}$. The logarithmic terms then cancel the terms in $q$, leaving
\begin{equation}
\Pi(q)=kT(c_++c_--2c)=4ckT\sinh^2\frac{zeq}{2kT}.
\end{equation}
This is the excess osmotic pressure of the ions.

\subsection{A lower bound that is attained}

Let $S(x)=\int_x^\infty\rho\,dx'$ be the ionic charge beyond $x$. Then $S(d)=\sigma$, $S(\infty)=0$ and $\rho=-S'$. By Gauss's law the displacement has magnitude $|S|$, so
\begin{equation}
F_D=\min_S\int_d^\infty\left[\frac{S^2}{2\varepsilon}+f(-S')\right]dx.
\end{equation}
The definition of $\Pi$ as a maximum implies $f(\rho)\ge q\rho-\Pi(q)$ for every $q$. Choose $q$ at each point so that $\Pi(q)$ cancels the field energy:
\begin{equation}
4ckT\sinh^2\frac{zeq}{2kT}=\frac{S^2}{2\varepsilon}
\quad\Longrightarrow\quad
q(S)=\frac{2kT}{ze}\,\mathrm{arsinh}\frac S{\sigma_0}.
\end{equation}
The remaining integrand is a total derivative, so every trial profile obeys
\begin{equation}
\int_d^\infty\left[\frac{S^2}{2\varepsilon}+f(-S')\right]dx
\ge-\int_d^\infty q(S)S'\,dx=\int_0^\sigma q(S)\,dS.
\end{equation}
Equality holds if $\rho$ is the maximizing density for $q(S)$, which is $\rho=2zec\sinh(zeq/kT)$. With $\sinh2a=2\sinh a\cosh a$ and $4zec/\sigma_0=1/\lambda$, this condition reads
\begin{equation}
S'=-\frac S\lambda\sqrt{1+\frac{S^2}{\sigma_0^2}}.
\end{equation}
Its solution starting from $S(d)=\sigma$ decays to zero in the bulk, so the bound is attained and
\begin{equation}
F_D(\sigma)=\int_0^\sigma q(S)\,dS,\qquad \frac{dF_D}{d\sigma}=q(\sigma).
\end{equation}

\subsection{Stationarity and curvature}

Setting $d\Omega/d\sigma=0$ in (\ref{omega}) gives
\begin{equation}
V=\frac\mu e+\frac{\sigma d}{\varepsilon_S}+\frac{2kT}{ze}\,\mathrm{arsinh}\frac\sigma{\sigma_0}.
\end{equation}
This is the earlier voltage balance, with $q(\sigma)=u_D$. Its derivative is
\begin{equation}
\frac1C=\frac{d^2\Omega}{d\sigma^2}
=\frac1{C_Q}+\frac d{\varepsilon_S}+\frac{2kT}{ze\sigma_0}\frac1{\sqrt{1+\sigma^2/\sigma_0^2}}.
\end{equation}
Since $2kT/(ze\sigma_0)=\lambda/\varepsilon$, this is (\ref{result}). Inverse capacitances add because they are curvatures of free energies that depend on one shared charge. For $|\sigma|\ll\sigma_0$, $q\simeq\lambda\sigma/\varepsilon$ and $F_D\simeq\lambda\sigma^2/(2\varepsilon)$: the Debye layer has the free energy of a plate capacitor of thickness $\lambda$ and permittivity $\varepsilon$. Half of it is field energy; the other half is the entropic cost of rearranging the ions.

\section{What each derivation assumes}

The first derivation assumes that equilibrium has been reached and takes the Boltzmann densities as input. By itself it does not say whether the state is stable. The second assumes a free energy with ideal ion entropy and obtains the Boltzmann densities as a consequence. It also gives stability: for independent electrons every term in the curvature is positive, so the stationary point is a minimum.

Both share the mean-field treatment of point ions, constant permittivities and a single charge $\sigma$ common to all layers. The stated $C_D$ leaves out ion crowding, ion correlations and specific adsorption. A back gate that sends field lines to the underside breaks the common-charge condition. Both also describe slow gating, in which ions and electrons equilibrate at each voltage, and a blocking interface that passes no charge between channel and electrolyte. In a real cell this holds only inside the electrochemical window of the electrolyte, which in water may be narrower than the voltages of the example below.

\section{Two channels and their low-voltage behaviour}

\subsection{Parabolic bands with a gap}

Let the band edges be at $\pm\Delta$, each band having mass $m$ and total degeneracy $g$. The number of states per area is $g\,k\,dk/2\pi$, with $k$ here the wavenumber. Since $k\,dk=m\,dE/\hbar^2$, the density of states is constant, $D=gm/(2\pi\hbar^2)$. Integrating it over the Fermi function gives
\begin{equation}
n=DkT\ln\left[1+e^{(\mu-\Delta)/kT}\right],
\end{equation}
and $p$ follows by replacing $\mu$ with $-\mu$. Therefore
\begin{equation}
C_Q=e^2D\left[\frac1{1+e^{(\Delta-\mu)/kT}}+\frac1{1+e^{(\Delta+\mu)/kT}}\right].
\end{equation}
When holes are negligible, inverting $n(\mu)$ gives $e^{(\mu-\Delta)/kT}=e^{n/DkT}-1$, and hence
\begin{equation}
\mu=\Delta+kT\ln\left(e^{n/DkT}-1\right),\qquad
C_Q=e^2D\left(1-e^{-n/DkT}\right).
\label{filling}
\end{equation}
Deep in the gap $C_Q$ is exponentially small. It then dominates the series sum, $C\simeq C_Q$, and nearly all of $V$ moves $\mu$. These formulas describe independent electrons in rigid bands with no states in the gap. In a real monolayer, defect states can set $C_Q$ in the gap, and at densities near $10^{13}$ cm$^{-2}$ exchange between carriers can change $d\mu/dn$ by a sizable fraction, so the $C_Q$ used below is a model value.

\subsection{Linear bands without a gap}

For $E=\pm\hbar vk$ and fourfold degeneracy the density of states is $2|E|/(\pi\hbar^2v^2)$. At neutrality the two bands contribute equally. With $F(E)=1/(1+e^{E/kT})$, integration by parts gives
\begin{equation}
C_Q(0)=\frac{4e^2}{\pi\hbar^2v^2}\int_0^\infty E\left(-\frac{dF}{dE}\right)dE
=\frac{4e^2}{\pi\hbar^2v^2}\int_0^\infty F\,dE
=\frac{4\ln2\,e^2kT}{\pi\hbar^2v^2}.
\end{equation}
The whole stack then has an appreciable capacitance at zero voltage, given by (\ref{debye}) with this $C_Q$.

\section{Worked example}

The model parameters are $T=300$ K, relative permittivities 10 (Stern) and 80 (diffuse), $d=0.5$ nm, 0.01 mol/L of monovalent salt, $m=0.5$ electron masses, $g=4$ and a gap of 1.8 eV. They give $\lambda=3.08$ nm, $\sigma_0/e=7.42\times10^{12}$ cm$^{-2}$ and $DkT=1.08\times10^{13}$ cm$^{-2}$. The fixed capacitances, in $\mu$F/cm$^2$, are 17.71 for the Stern layer, 22.99 for the Debye value and 66.93 for $e^2D$.

At $n=3\times10^{13}$ cm$^{-2}$, $\sigma/\sigma_0=30/7.42=4.04$. In $\mu$F/cm$^2$, with inputs shown rounded but results computed from unrounded values,
\begin{align}
C_D&=22.99\sqrt{1+4.04^2}\simeq95.8,\\
C_Q&=66.93\,(1-e^{-30/10.8})\simeq62.8,\\
\frac1C&=\frac1{62.8}+\frac1{17.71}+\frac1{95.8}\simeq\frac1{12.1}.
\end{align}
The same calculation at three densities gives the following values, each rounded separately, with voltages in V and capacitances in $\mu$F/cm$^2$.

\begin{center}
\begin{tabular}{lccc}
$n$ ($10^{13}$ cm$^{-2}$) & 0.1 & 1 & 3\\
\hline
$\mu/e$ & 0.840 & 0.911 & 0.970\\
$u_S$ & 0.009 & 0.090 & 0.271\\
$u_D$ & 0.007 & 0.057 & 0.109\\
$V$ & 0.856 & 1.059 & 1.350\\
$C_Q$ & 5.92 & 40.4 & 62.8\\
$C_D$ & 23.2 & 38.6 & 95.8\\
$C$ & 3.72 & 9.33 & 12.1\\
$C$ with $C_D=\varepsilon/\lambda$ & 3.72 & 8.02 & 8.63
\end{tabular}
\end{center}

At the lowest density the channel limits the capacitance; at the highest the Stern layer does. At fixed charge, the Debye value underestimates $C$ by 0.14\%, 14\% and 29\% of the full result. Once electrons dominate and holes are negligible, no density in this example makes both $C_D$ and $C_Q$ nearly constant: the first needs $n\ll7.42\times10^{12}$ cm$^{-2}$, the second $n\gg1.08\times10^{13}$ cm$^{-2}$.

At $V=0.5$ V, inside the gap, the diffuse drop is only $1.4\times10^{-8}$ V and $C=1.3\times10^{-5}$ $\mu$F/cm$^2$. The diffuse layer is deep in the Debye limit although the gate voltage is about twenty times $kT/e$.

The density follows from $\sigma=\int_0^VC\,dV'$, not from the final $C$ times $V$. At the highest density $CV/e=1.02\times10^{14}$ cm$^{-2}$, 3.4 times the true value, because $C$ is very small while $\mu$ crosses the gap.

The counterion concentration at the Stern plane is then $0.01\,e^{108.8/25.85}\simeq0.67$ mol/L, far above the bulk value. The point-ion model is therefore under more strain here than the dilute bulk suggests, and $C_D$ at this density is a model value.

For the gapless channel with $v=10^6$ m/s, $C_Q(0)=0.844$ $\mu$F/cm$^2$, and
\begin{equation}
\frac1C=\frac1{0.844}+\frac1{17.71}+\frac1{22.99}\simeq\frac1{0.778}.
\end{equation}
The channel supplies $0.778/0.844\simeq92\%$ of the inverse capacitance, so even Stern and diffuse layers of unlimited capacitance would raise $C$ by only about 8\% at neutrality. A much more dilute electrolyte could still lower $C$ noticeably, since $\varepsilon/\lambda\propto\sqrt c$. These figures are for a uniform sheet; potential fluctuations larger than $kT$ raise $C_Q(0)$ and reduce the channel's share.

A direct numerical solution of Poisson's equation for the whole stack, using neither (\ref{grahame}) nor the series law, reproduces the total capacitance to within one part in $10^4$ in all these cases. The same agreement was found for divalent ions at $10^{13}$ cm$^{-2}$. These tests confirm the derivation within the mean-field model; they do not test the model against a real electrolyte.

\section*{Computed results}
\begin{verbatim}
Temperature: 300 K; kT/e: 25.852 mV
Relative permittivity, Stern: 10; diffuse: 80
Stern thickness: 0.50 nm
Salt concentration: 0.010 mol/L, monovalent
Mass: 0.50 electron masses; degeneracy: 4
Band gap: 1.80 eV
Debye length: 3.080 nm
Crossover density sigma0/e: 7.420e+12 cm^-2
Thermal band density D kT: 1.080e+13 cm^-2
Degenerate limit of C_Q: 66.93 uF/cm^2
Stern capacitance: 17.71 uF/cm^2
Debye capacitance: 22.99 uF/cm^2
Electron density: 1.0e+12 cm^-2
  gate voltage V: 0.8557 V; mu/e: 0.8397 V
  Stern drop: 0.0090 V; diffuse drop: 0.0069 V
  C_Q: 5.919 uF/cm^2; C_D: 23.202 uF/cm^2
  total C, formula: 3.7242 uF/cm^2
  total C, Poisson: 3.7242 uF/cm^2
  total C with Debye value: 3.7188 uF/cm^2
  Debye underestimate of C: 0.14 %
Electron density: 1.0e+13 cm^-2
  gate voltage V: 1.0586 V; mu/e: 0.9109 V
  Stern drop: 0.0905 V; diffuse drop: 0.0572 V
  C_Q: 40.415 uF/cm^2; C_D: 38.587 uF/cm^2
  total C, formula: 9.3345 uF/cm^2
  total C, Poisson: 9.3345 uF/cm^2
  total C with Debye value: 8.0191 uF/cm^2
  Debye underestimate of C: 14.09 %
Electron density: 3.0e+13 cm^-2
  gate voltage V: 1.3504 V; mu/e: 0.9702 V
  Stern drop: 0.2714 V; diffuse drop: 0.1088 V
  C_Q: 62.767 uF/cm^2; C_D: 95.764 uF/cm^2
  total C, formula: 12.0708 uF/cm^2
  total C, Poisson: 12.0708 uF/cm^2
  total C with Debye value: 8.6288 uF/cm^2
  Debye underestimate of C: 28.52 %
At the highest density:
  counterions at Stern plane: 0.674 mol/L
  naive density C V/e: 1.017e+14 cm^-2
At the lowest density, relative excess of C_D over Debye value:
  Poisson: 0.00904; quadratic term: 0.00903
In-gap gate voltage: 0.50 V
  diffuse drop: 1.435e-08 V
  total C: 1.276e-05 uF/cm^2
Gapless channel at neutrality, velocity 1.0e+06 m/s
  C_Q: 0.8437 uF/cm^2
  total C, formula: 0.7781 uF/cm^2
  total C, Poisson: 0.7781 uF/cm^2
\end{verbatim}
